# Debye Screening of the Direct Auger Matrix Element at Threshold

An Auger rate computed with the unscreened Coulomb interaction ignores the mobile carriers. If they screened as a static Debye gas, the squared matrix element of the example below would come out 29% too large, relative to its screened value. The opposite error is also possible. The Auger collision transfers more than the gap energy, and carriers that cannot follow so fast a disturbance do not screen it statically. Inserting the Debye factor then removes strength that should stay. The size of the factor and its range of validity are therefore both needed.

## The momentum transfer at threshold

Two conduction electrons and one hole recombine: electron 1 fills the hole and electron 2 is ejected high into the conduction band. The bands are isotropic and parabolic, with masses \(m_c\) and \(m_v\), ratio \(\mu=m_c/m_v\) and gap \(E_g\). Hole energy is counted downward from the valence edge. A hole of wave vector \(\mathbf k_h\) is a missing valence electron at \(-\mathbf k_h\), so electron 1 gives up

\[
\mathbf q=\mathbf k_1-(-\mathbf k_h)=\mathbf k_1+\mathbf k_h .
\]

Let \(\mathbf P=\hbar(\mathbf k_1+\mathbf k_2+\mathbf k_h)\) be the total momentum, which the ejected electron carries away, and let \(M=2m_c+m_v\). The initial kinetic energy splits into a centre-of-mass part and a relative part, \(K=P^2/2M+K_{\rm rel}\) with \(K_{\rm rel}\ge0\). Energy conservation, \(E_g+K=P^2/2m_c\), becomes

\[
E_g+K_{\rm rel}=\frac{P^2}{2}\left(\frac1{m_c}-\frac1M\right)=\frac{P^2}{2}\,\frac{m_c+m_v}{m_cM}.
\]

Raising \(K_{\rm rel}\) raises \(P^2\), and so raises both parts of \(K\). The minimum has \(K_{\rm rel}=0\): all three particles share the velocity \(P/M\). Then

\[
P^2=\frac{2E_gm_cM}{m_c+m_v},\qquad E_{\rm th}=\frac{P^2}{2M}=\frac{\mu}{1+\mu}E_g .
\]

Electron 1 and the hole together carry \(\hbar q=(m_c+m_v)P/M\), hence

\[
q^2=\frac{2m_cE_g}{\hbar^2}\,\frac{m_c+m_v}{2m_c+m_v}
=\frac{2m_cE_g}{\hbar^2}\,\frac{1+\mu}{1+2\mu}.
\]

Exchanging the two electrons gives the same transfer, since \(\mathbf k_1=\mathbf k_2\). Only the direct term is followed here.

## The static Debye factor

Let \(n\) electrons and \(n\) holes per volume sit in a background of permittivity \(\varepsilon=\varepsilon_0\varepsilon_r\). In a potential \(\phi\) an electron has energy \(-e\phi\) and a hole \(+e\phi\). With Boltzmann statistics the charge density is

\[
\rho=en\left(e^{-e\phi/k_BT}-e^{e\phi/k_BT}\right)\simeq-\frac{2ne^2}{k_BT}\phi ,
\]

the last form holding for \(e|\phi|\ll k_BT\). Poisson's equation with a point charge \(Q\) is then

\[
\nabla^2\phi-\kappa^2\phi=-\frac{Q}{\varepsilon}\delta(\mathbf r),\qquad \kappa^2=\frac{2ne^2}{\varepsilon k_BT}.
\]

The factor 2 counts both carrier types. In Fourier space \(\nabla^2\to-q^2\), so \(\phi_q=Q/[\varepsilon(q^2+\kappa^2)]\), against \(Q/(\varepsilon q^2)\) without carriers. The overlaps of the Bloch functions are taken to be unchanged by the carriers and cancel in the ratio. If symmetry makes an overlap vanish at threshold, the ratio is understood as the limit on approach to it. The squared element is multiplied by

\[
R=\frac{1}{(1+x)^2},\qquad
x=\frac{\kappa^2}{q^2}=\frac{ne^2\hbar^2}{\varepsilon k_BT\,m_cE_g}\,\frac{1+2\mu}{1+\mu}.
\]

## Weak screening and its first correction

For small \(x\), multiply out

\[
(1+x)^2(1-2x+3x^2)=1+4x^3+3x^4 .
\]

Dividing by \((1+x)^2\) and solving for the reduction gives, with its full remainder,

\[
1-R=2x-3x^2+\frac{4x^3+3x^4}{(1+x)^2}.
\]

The leading term is linear in density. The first correction is negative because screening that is already present leaves less to remove. In the opposite limit \(x\gg1\), \(R\simeq x^{-2}(1-2/x)\): the interaction is cut off before it reaches the distance \(1/q\).

Take \(E_g=0.8\) eV, \(m_c=0.045\,m_0\), \(m_v=0.45\,m_0\), \(\varepsilon_r=12\), \(n=10^{18}\) cm⁻³ and \(T=300\) K, so \(k_BT=0.02585\) eV. At threshold the wave vectors are parallel and

\[
q=k_1+k_h=0.0846+0.8461=0.9307\ \text{nm}^{-1}.
\]

A numerical minimization over all nine wave-vector components gives the same \(q\). The Debye formula gives \(\kappa=0.3416\) nm⁻¹, a length of 2.93 nm. Therefore

\[
x=\left(\frac{0.3416}{0.9307}\right)^2=0.1347,\qquad R=\frac1{1.1347^2}=0.777 .
\]

The leading term gives a reduction of 26.9%, the first correction brings it to 21.5%, and the full expression is **22.3%**. This is the answer within static Debye screening.

The example strains that model even before frequency is considered. A sphere of one Debye length holds on average

\[
\frac{4\pi}{3}(2.93\ \text{nm})^3\times2\times10^{-3}\ \text{nm}^{-3}\simeq0.2
\]

carriers, so a smooth classical screening cloud is not a controlled picture. The potential is not weak either: at the distance \(1/q\) from an electron the unscreened Coulomb energy is about \(4k_BT\), outside the range \(e|\phi|\ll k_BT\) assumed in the linearization.

## Linear response at finite wave vector and frequency

Let an electron feel the total potential energy \(U e^{i(\mathbf q\cdot\mathbf r-\omega t)}\), switched on slowly. To first order, the density-matrix element between \(\mathbf k+\mathbf q\) and \(\mathbf k\) obeys

\[
(\hbar\omega+i0)\rho_1=(E_{\mathbf k+\mathbf q}-E_{\mathbf k})\rho_1+U(f_{\mathbf k}-f_{\mathbf k+\mathbf q}),
\]

with \(f\) the Fermi occupation. Solving for \(\rho_1\) and summing over states and two spins gives the density response \(\chi U\), with

\[
\chi=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\hbar\omega-E_{\mathbf k+\mathbf q}+E_{\mathbf k}+i0}.
\]

Holes feel \(-U\) but carry the opposite charge, so the two signs cancel in the energy they return to an electron. With \(V_q=e^2/(\varepsilon q^2)\), self-consistency reads \(U=U_{\rm ext}+V_q(\chi_e+\chi_h)U\), so

\[
U=\frac{U_{\rm ext}}{S},\qquad S=1-V_q(\chi_e+\chi_h),\qquad R=\frac1{|S|^2}.
\]

This is the random-phase approximation, which omits exchange and correlation among the screening carriers.

For \(\omega=0\) and \(q\to0\) the integrand tends to \(\partial f/\partial E\), and \(\chi\to-\partial n/\partial\zeta\), with \(\zeta\) the chemical potential. For Boltzmann carriers this is \(-n/k_BT\), and Debye's result returns. Here the electrons are degenerate: \(\zeta_e\) lies 0.073 eV above their band edge, and \(\partial n/\partial\zeta\) is 0.429 of \(n/k_BT\). For holes the fraction is 0.956. Hence \(x\) becomes \(0.1347\times(0.429+0.956)/2=0.093\), and the reduction 16.3%.

At finite \(q\), substitute \(\mathbf k+\mathbf q\to-\mathbf k\) in the second term of \(\chi\). With \(E_q=\hbar^2q^2/2m\) and \(s=\hbar^2\mathbf q\cdot\mathbf k/m\),

\[
\chi=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{\hbar\omega-E_q-s+i0}-\frac1{\hbar\omega+E_q+s+i0}\right].
\]

In the static case with large recoil energy \(E_q\), expanding in \(s/E_q\) gives

\[
-V_q\chi\simeq\frac{2nV_q}{E_q}\left(1+\frac{4\langle k^2\rangle}{3q^2}\right).
\]

From the definition of \(x\), \(nV_q=xk_BT/2=0.00174\) eV. For electrons \(E_q=E_g(1+\mu)/(1+2\mu)=0.733\) eV. The leading term is 0.0047 and the full integral 0.0056, a difference with the sign of the correction. For holes \(E_q=0.0733\) eV, and the Boltzmann value of the correction is \(2k_BT/E_q\simeq0.7\), too large for the expansion to be used. The full hole term is 0.0423. Together they give \(S=1.048\) and a static reduction of 8.9%.

## The response at the energy actually transferred

The ejected electron gains

\[
\hbar\omega=E_g+E_{\rm th}\left(1-\frac{m_c}{M}\right)=E_g\left(1+\frac{\mu}{1+2\mu}\right)=0.867\ \text{eV},
\]

where the second step uses \(1-m_c/M=(m_c+m_v)/M\) and \(E_{\rm th}=E_gm_c/(m_c+m_v)\). This is 16 times the plasma energy, 0.053 eV.

For holes \(\hbar\omega\) far exceeds \(E_q\) and typical values of \(s\). Put \(y=E_q+s\). The bracket is \(2y/[(\hbar\omega)^2-y^2]\simeq2y/(\hbar\omega)^2+2y^3/(\hbar\omega)^4\). Averaging with \(\langle s\rangle=\langle s^3\rangle=0\) and the Boltzmann value \(\langle s^2\rangle=2E_qk_BT\) gives

\[
V_q\chi_h\simeq\frac{2nV_qE_q}{(\hbar\omega)^2}\left[1+\frac{E_q^2+6E_qk_BT}{(\hbar\omega)^2}\right].
\]

The leading term is \(3.4\times10^{-4}\) and the correction adds about 2% of it. The sign is positive, so this term lowers \(S\): driven well above their own excitation energies, the holes move out of phase with the force and slightly strengthen the interaction.

Electrons do not allow this expansion. The ejected electron itself makes the transition \((\mathbf q,\omega)\), so the first denominator vanishes at \(k_z=k_1\), with \(z\) along \(\mathbf q\), where states are occupied. The transverse integral of the occupation is

\[
g(k_z)=\frac{m_ck_BT}{2\pi^2\hbar^2}\,L,\qquad L=\ln\left[1+e^{(\zeta_e-\hbar^2k_z^2/2m_c)/k_BT}\right].
\]

The pole contributes \(-i\pi\,g(k_1)\,m_c/(\hbar^2q)\) to \(\chi_e\). Using \(m_c/\hbar^2=q^2/2E_q\),

\[
\operatorname{Im}S\simeq\frac{V_qq^3k_BT}{8\pi E_q^2}\,L .
\]

The other poles lie at nearly empty states and are dropped. With \(\hbar^2k_1^2/2m_c=E_{\rm th}m_c/M=0.0061\) eV, \(L=2.67\) and \(\operatorname{Im}S=0.0072\), in agreement with the full integral. It describes real electron excitations, not a static screening cloud.

The full response, which the program prints as a permittivity relative to that of the background, is \(S=0.9982+0.0072i\). Writing \(S=1-a+ib\), expansion to second order gives

\[
R\simeq1+2a+3a^2-b^2 .
\]

The leading term \(2a\) is 0.0035, and the second-order terms change it by about \(-4\times10^{-5}\). The squared element rises by about 0.35%. Within this model the free carriers leave the direct element practically unchanged. The model counts only transitions within each band and sets their Bloch overlaps to one. Carriers also block transitions between the bands, which can change the permittivity by a comparable amount, so the 0.35% indicates at most the order of magnitude of the effect and is not a prediction for a real material. The Debye factor makes three approximations. Removed in this order, Fermi statistics lower the 22% reduction to 16.3%, the finite wave vector lowers it to 8.9%, and the response at the transferred energy removes what is left. The split depends on the order: Boltzmann carriers at the same finite wave vector give a static reduction of 9.0%. Once \(q\) is finite, degeneracy hardly changes the static result, because the leading electron term \(2nV_q/E_q\) does not depend on the statistics and the holes are nearly nondegenerate.

## Comparison with a laser material

The parameters are rough values in the regime of telecom lasers emitting near 1.55 µm. The assumption most plainly strained is the parabolic conduction band, since the ejected electron ends 0.87 eV above the band edge, more than the gap itself. With the two-band dispersion \(e(1+e/E_g)=\hbar^2k^2/2m_c\), minimizing again raises the threshold from 0.073 to 0.18 eV and \(q\) to 1.47 nm⁻¹. At unchanged \(\kappa\) the Debye reduction falls to 10%. With the parabolic band and all else fixed, it is 19% at 360 K, and 26% at 300 K if the permittivity is 10. The dynamic result was not recomputed for these variants. Valence-band warping, light-hole and split-off transitions, gap shrinkage, quantum-well confinement and the variation of the background permittivity with \(q\) and \(\omega\) are left out. For a bulk, nearly parabolic material with the gap, masses, permittivity, density and temperature of the example, the model supports omitting the static free-carrier factor from the direct threshold element. The numerical output follows.

## Calculated quantities

```
gap: 0.8 eV
electron mass: 0.045 m0
hole mass: 0.45 m0
background permittivity: 12
pair density: 1e+18 cm^-3
temperature: 300 K
thermal energy kT: 0.02585 eV
mass ratio mu: 0.1
threshold kinetic energy: 0.07273 eV
threshold energy, minimized: 0.07273 eV
initial electron wave vector: 0.08461 nm^-1
hole wave vector: 0.8461 nm^-1
momentum transfer q: 0.9307 nm^-1
q, minimized: 0.9307 nm^-1
energy transfer: 0.8667 eV
inverse Debye length kappa: 0.3416 nm^-1
kappa, Poisson-Boltzmann: 0.3416 nm^-1
Debye length: 2.928 nm
kappa^2/q^2: 0.1347
Debye factor R: 0.7767
R, Fourier quadrature: 0.7769
Debye reduction: 22.3 %
electron chemical potential above band edge: 0.07312 eV
hole chemical potential above band edge: -0.05114 eV
electron compressibility / (n/kT): 0.429
hole compressibility / (n/kT): 0.9556
kappa^2/q^2 with Fermi statistics: 0.09324
reduction with Fermi statistics: 16.3 %
static finite-q electron term: 0.005649
static finite-q hole term: 0.04228
reduction, static finite-q: 8.94 %
plasma energy: 0.053 eV
energy transfer / plasma energy: 16.35
dynamic relative permittivity, real part: 0.99823
dynamic relative permittivity, imaginary part: 0.007156
dynamic factor: 1.0035
dynamic change of squared element: 0.35 %
nonparabolic threshold energy: 0.1816 eV
nonparabolic momentum transfer: 1.468 nm^-1
Debye reduction, nonparabolic: 10 %
Debye reduction at 360 K: 19.2 %
Debye reduction, permittivity 10: 25.9 %
```
